# Thermally Activated Jumps in Point and Line Thermal Spikes, part 2

An ion leaves heat in a cold solid, and atoms jump over barriers until the heat has spread. The first question was why doubling the energy does not simply double the number of jumps. The ideal source $S$ is released at time zero: an energy $Q$ at a point ($d=3$) or an energy per length $F$ on an infinite straight line ($d=2$). The solid is infinite and isotropic, and starts at zero temperature.

Temperature is the energy $\theta=k_BT$, the heat capacity per volume is $k_Bc$, and the heat diffusivity is $D$, with $c$ and $D$ constant. There are $n$ atoms per volume, each with attempt rate $\nu$, barrier $E$ and jump rate $\nu e^{-E/\theta}$. With $a=d/2$ and $p=1+2/d$, the field at distance $r$ and time $t$ and the expected number of jumps ("the law") are

$$
\theta=\frac Sc\,\frac{e^{-r^2/4Dt}}{(4\pi Dt)^a},\qquad
N=A_d\frac{n\nu}{D}\left(\frac{S}{cE}\right)^p .
$$

Here $A_3=0.02226$ and $A_2=0.03979$. For the line, volumes are transverse areas and $N$ is per length. In the sum over temperatures, $x=E/\theta$ carries the weight $x^{p-1}e^{-x}$. The space-time volume above a temperature is the volume hotter than it, integrated over time.

The power $p$ holds for any local jump rate $K(\theta)$ if $\int_0^\infty K(\theta)\,\theta^{-p-1}d\theta$ is finite. The stretching argument allows a thermal energy density $h(\theta)$ and a conductivity $\kappa(\theta)$: stretching lengths by $\lambda$ and times by $\lambda^2$ gives another solution, with energy multiplied by $\lambda^d$ and jumps by $\lambda^{d+2}$. For a concentrated source with one solution and a finite count, the power is unchanged.

The example is cobalt, with $n=90\ \mathrm{nm^{-3}}$, $c=270\ \mathrm{nm^{-3}}$, $\nu=10\ \mathrm{ps^{-1}}$, an effective $E=0.4$ eV for a hot, disordered core, and $D=1\ \mathrm{nm^2/ps}$ for the lattice alone. The cascade has $Q=5000$ eV and $Q/(cE)=46.3\ \mathrm{nm^3}$; the track has $F=2000$ eV/nm and $F/(cE)=18.5\ \mathrm{nm^2}$. The law gives about $1.2\times10^4$ jumps and $1.2\times10^4$ jumps per nm.

Q: At what temperature do these jumps take place?

A: The weight $x^{p-1}e^{-x}$ answers that. The mean of $x=E/\theta$ over all jumps is

$$
\langle x\rangle=\frac{\int_0^\infty x^pe^{-x}dx}{\int_0^\infty x^{p-1}e^{-x}dx}=\frac{\Gamma(p+1)}{\Gamma(p)}=p .
$$

The corresponding temperature is $E/(pk_B)$. It is 2785 K for the cascade and 2321 K for the track.

Q: Cobalt melts at about 1770 K. Your crystal is a liquid.

A: For most of the jumps, yes. A jump above the melting temperature $\theta_m$ has $x<x_m=E/\theta_m$. From the temperature just found, $x_m=\frac53\times2785/1770=2.62$. The share of such jumps is

$$
P(p,x_m)=\frac{1}{\Gamma(p)}\int_0^{x_m}x^{p-1}e^{-x}dx .
$$

For the line, integration by parts gives $1-(1+x_m)e^{-x_m}=0.74$. For the point the integral is 0.81. So 81% of the jumps in the cascade and 74% of those in the track occur above the melting point. That is why the barrier has to describe a disordered core. For the ideal sources, 54% and 43% of the jumps even lie above 3200 K, roughly the boiling point of cobalt at normal pressure. There the constant density and the heat capacity of a lattice are doubtful as well.

There is a further difficulty that no choice of barrier removes. The mean $\langle x\rangle=p$ corresponds to a thermal energy of $0.6E$ or $0.5E$. This is a cautious measure, because half of the jumps occur above $0.74E$ for the cascade and above $0.60E$ for the track. The idea of rare hops between well-defined sites needs $\theta\ll E$, and that is not so here. The absolute count is therefore uncertain. The power is safer, because it holds for any local rate $K(\theta)$ with a finite integral.

Q: A rate also needs time to act. Do these atoms vibrate often enough before the heat has gone?

A: To find out, count the jumps by time instead of by temperature. Define

$$
t_E=\frac{1}{4\pi D}\left(\frac{S}{cE}\right)^{1/a},\qquad u=\left(\frac{t}{t_E}\right)^a .
$$

At $t_E$ the centre has cooled to $\theta=E$. With $\boldsymbol\rho=\mathbf r/\sqrt{4Dt}$, the field obeys $E/\theta=u\,e^{\rho^2}$. The volume element is $d^dr=(4Dt)^ad^d\rho$, and $(4Dt)^a=\pi^{-a}(S/cE)\,u$. From $t=t_Eu^{1/a}$ follows $dt=(t_E/a)\,u^{1/a-1}du$. The jumps weighted with $t^k$ are then

$$
M_k=\frac{n\nu S\,t_E^{k+1}}{cE\,a\,\pi^a}\int d^d\rho\int_0^\infty du\,u^{(k+1)/a}\exp\left(-u\,e^{\rho^2}\right).
$$

The power of $u$ collects $1$ from the volume, $1/a-1$ from $dt$ and $k/a$ from $t^k$. Let $q_k=1+(k+1)/a$. The integral over $u$ is $\Gamma(q_k)\,e^{-q_k\rho^2}$, and the Gaussian integral over $\boldsymbol\rho$ then gives $(\pi/q_k)^a$. Hence

$$
M_k=\frac{n\nu S\,t_E^{k+1}}{cE\,a}\,\frac{\Gamma(q_k)}{q_k^{\,a}} .
$$

For $k=0$, $q_0=p$, and $M_0$ is the number of jumps again. For $d=3$ its prefactor is $\frac{1}{4\pi}\cdot\frac23\,\Gamma(5/3)(3/5)^{3/2}$, which equals $A_3$. For $k=1$, $q_1=1+4/d$, and the mean time of a jump is

$$
\langle t\rangle=\frac{M_1}{M_0}=t_E\,\frac{\Gamma(q_1)}{\Gamma(p)}\left(\frac{p}{q_1}\right)^a .
$$

For the track the factor after $t_E$ is $2\times\frac23=\frac43$, and $t_E=18.5/(4\pi)=1.47$ ps, so $\langle t\rangle=2.0$ ps. For the cascade $\langle t\rangle=0.82$ ps. These times hold about 20 and 8 attempts. A rate is a tolerable description of the track and a rough one of the cascade.

Q: You released 5000 eV at a mathematical point. A cascade has a size from the start.

A: Then the earliest and hottest part of the history is missing. Let the initial field be a Gaussian with standard deviation $w$ along each axis, proportional to $\exp[-r^2/(2w^2)]$. The ideal field has this shape when $4Dt=2w^2$. With equal energy the two fields coincide, so the wide source behaves like an ideal one that is already of age

$$
t_w=\frac{w^2}{2D}.
$$

All later jumps are kept, and all jumps before $t_w$ are removed. For $w=1$ nm the age is 0.5 ps, which is not small beside 0.82 ps. The heat equation solved numerically from this source gives 8000 jumps, 0.67 of the law. For the track it gives 0.86 of the law, and less is lost because its jumps come later. Both counts agree within 1% with the ideal field summed from 0.5 ps onward. Refining the mesh from 0.2 to 0.1 nm moved them by 0.4% and 0.1%.

Q: Does the power survive?

A: Not at fixed $w$. The distribution of $u$, and so of $t/t_E$, does not contain $S$. The count can be written

$$
N_w=N\,g(t_w/t_E),
$$

where $g$ is the share of jumps after $t_w$. It falls as its argument grows. A larger source has a larger $t_E$, so the argument shrinks and $g$ rises. The local power therefore exceeds $p$. Between half and full energy, with $w=1$ nm held fixed, it is 2.29 for the cascade and 2.35 for the track, instead of 1.67 and 2. The laws apply when $t_w\ll t_E$. If $w$ grows as $S^{1/d}$, which means constant initial energy density, $t_w/t_E$ is constant. Then the power returns, with a smaller prefactor.

Q: What if the solid is not cold? Wafers and films are often implanted at room temperature.

A: With constant $c$ and $D$ the heat equation is linear, so a uniform background $\theta_0$ simply adds to the spike. Let $\delta$ be the rise above $\theta_0$. We must subtract the jumps that would occur without the ion. Late in the history $\delta$ is small, and to first order

$$
e^{-E/(\theta_0+\delta)}-e^{-E/\theta_0}\approx e^{-E/\theta_0}\frac{E}{\theta_0^2}\,\delta .
$$

The heat is conserved, so $\int\delta\,d^dr=S/c$ at all times. The excess rate tends to a constant:

$$
\dot N_{\rm late}=n\nu\,e^{-E/\theta_0}\,\frac{E}{\theta_0^2}\,\frac Sc .
$$

The excess count grows without limit in an infinite solid. A finite total, and with it the law, needs the cold start.

Q: Is that a practical worry or a formal one?

A: The late growth is formal for this example. At 300 K the rate is 1.9 jumps per ps for the cascade, so it would take about 6 ns to match the $1.2\times10^4$ jumps of the law. Even this rate is far too high for real cobalt, because the 0.4 eV barrier belongs to the hot, disordered core and not to a cold crystal. The practical effect comes while the spike is hot, because every temperature in it is raised by $\theta_0$. With the 1 nm source and a window of 20 ps, a start at 300 K multiplies the excess count by 1.63 for the cascade and 1.74 for the track, relative to a start at zero. In this model 77 K gives 1.11 and 1.13. The 300 K factor for the track still depends on the window: it is 1.64 at 10 ps and 1.78 at 50 ps, while the cascade factor stays between 1.62 and 1.64.

These factors overstate the effect in real cobalt, because a constant $c$ puts too much heat into a cold crystal. With a Debye heat capacity (Debye temperature 445 K) and the same constant $D$, the factors are 1.36 and 1.42 at 300 K, and only 1.01 at 77 K. The count from a start at zero is then itself higher, by 25% for the cascade and 29% for the track.

For constant $c$, a first-order estimate shows where the effect at 77 K comes from. Raising $\theta$ by $\theta_0$ lowers $E/\theta$ by $E\theta_0/\theta^2=x^2\theta_0/E$. The mean of $x^2$ is $\Gamma(p+2)/\Gamma(p)=p(p+1)$, so for an ideal source

$$
\frac{\Delta N}{N}\approx p(p+1)\frac{\theta_0}{E} .
$$

At 77 K, $\theta_0/E=0.017$, and the estimate is 7% for the point and 10% for the line. The wide source shows somewhat more, 11% and 13%. The estimate is of first order and for an ideal source, so it gives only the size of the effect.

Q: Cobalt is a metal. Its electrons will not stand by and watch.

A: They can act in two ways, and the example treats them as separate limits. If they stay cold and drain the lattice, the heat decays with some time $\tau$, and the temperature rise gains a factor $e^{-t/\tau}$. For $\tau=5$ ps and the 1 nm source, the count is multiplied by 0.76 for the cascade and by 0.53 for the track. The track suffers more because it stays hot for longer.

This also affects the power. For an ideal source the surviving share depends on $\tau/t_E$ alone and falls as $t_E$ grows. A larger spike loses a larger share, so at fixed $\tau$ the local power lies below $p$. Source width and heat loss thus push the measured power in opposite directions.

If instead the electrons share the lattice temperature and carry heat away, $D$ rises. With $D=10\ \mathrm{nm^2/ps}$ the law gives ten times fewer jumps, about 1200 for the cascade and 1200 per nm for the track. The mean jump times also fall tenfold, to 0.08 and 0.2 ps. For the cascade that is less than one attempt, so a rate no longer has a clear meaning there. The heat stored in the electrons is left out of these counts. If the electronic heat capacity grows linearly with temperature, with the coefficient of cold cobalt (about 4.4 mJ per mole and K²), it lowers both counts by roughly another quarter when $D$ is kept at this value. If the conductivity is kept fixed instead, $D$ falls as the heat capacity rises, the spike cools more slowly, and the loss is smaller: about 7% for the cascade and 11% for the track with a 0.3 nm source, and about 14% for both with the 1 nm source.

Q: And the heat needed to melt all that material?

A: It was included in a numerical solution with 0.17 eV per atom absorbed at 1770 K and returned on freezing. With the source width fixed at 1 nm, the count changes by the factor 0.91 for both deposits. At a given energy density, molten material is cooler than it would be without latent heat, which lowers the rate. The heat flow changes as well, and the two effects were not separated. By the stretching argument of the first half, latent heat would leave the power unchanged for a concentrated source, since it belongs to the function $h(\theta)$.

Q: Then how close is the example to a real implantation into cobalt?

A: The atomic density, melting point and vibration rate are close to those of cobalt. Several kiloelectronvolts in a region a few nanometres across is a plausible compact cascade, and a few keV/nm is a plausible rate of energy loss to atoms for a heavy ion. The 5000 eV is energy given to atomic motion, not the energy of the ion. A source width of 1 nm is on the compact side: in the model its centre starts near 14,000 K, where a constant density and heat capacity are only a rough assumption. The cascade count is very sensitive to this width. With 2 nm per axis the source has an age of 2 ps, and the ideal field summed from then on gives only 0.04 of the law for the cascade, or about 445 jumps. For the track it gives 0.38 of the law. The lattice diffusivity, $0.01\ \mathrm{cm^2/s}$, is far below the total diffusivity of solid cobalt near room temperature, which is larger by roughly a factor of ten or more because electrons carry most of the heat. Whether they do so within a picosecond depends on how fast they take up energy from the lattice. This assumption moves the number by the factor of ten just found. For the cascade, the source width can matter even more. Fourier's law is also near its limit. If lattice vibrations carry the heat at 3.4 to 5 nm/ps, a diffusivity of 1 nm²/ps implies a mean free path of 0.6 to 0.9 nm, close to the source width. In a simple model where the heat flux responds with the matching delay of 0.12 to 0.26 ps and starts from zero, the count for the 1 nm source rises by 6 to 15% for the cascade and by 2 to 5% for the track. The sign depends on that starting condition: if the flux starts at its Fourier value, the counts fall instead, by 10 to 17% and by 3 to 6%. These numbers give the size of the uncertainty, not a correction. Atoms displaced directly by collisions, anisotropy and the change of properties with temperature are not in the estimate. The count of $10^4$ is thus a model value for a very compact source, and not a prediction for cobalt. For a real cascade it could be too high by more than an order of magnitude.

Q: One last doubt. A short track is also a compact deposit. Which power do I use?

A: Compare the two laws for a track of length $\ell$ with fixed $F$, so that $Q=F\ell$. The line law gives a count proportional to $\ell$, the point law one proportional to $\ell^{5/3}$. They are equal when

$$
A_2\left(\frac{F}{cE}\right)^2\ell=A_3\left(\frac{F\ell}{cE}\right)^{5/3} .
$$

Divide by $\ell$ and by $(F/cE)^{5/3}$, then raise both sides to the power $3/2$:

$$
\ell=\left(\frac{A_2}{A_3}\right)^{3/2}\left(\frac{F}{cE}\right)^{1/2}\approx2.4\times4.3\ \mathrm{nm}\approx10\ \mathrm{nm}.
$$

This marks the scale of the change and is not a sharp boundary. A track much longer than 10 nm follows the line law, apart from its ends. A much shorter one has merged into a ball before most of its jumps occur, and the point law applies. At 2000 eV/nm, the 5000 eV of the cascade would fill 2.5 nm of track, which is on the point side.

Q: So spreading the same energy out costs jumps.

A: It does when the parts are well separated. Split a point deposit into two equal ones, far enough apart that their hot regions do not overlap. The total changes by the factor $2\times(1/2)^{5/3}=2^{-2/3}=0.63$. Each half heats half the volume, and that volume also cools sooner. The same reasoning answers your first question: doubling the energy of one point spike gives $2^{5/3}=3.2$ times the jumps, and doubling the energy per length of a line spike gives four times as many.

## Table of computed values

```
Atom density: 90 per nm^3
Heat capacity: 270 k_B per nm^3
Jump barrier: 0.40 eV
Attempt rate: 10 per ps
Lattice heat diffusivity: 1.0 nm^2/ps
Diffusivity with electrons: 10.0 nm^2/ps
Melting temperature: 1770 K
Latent heat of melting: 0.17 eV per atom
Heat loss time to electrons: 5.0 ps
Finite source width per axis: 1.0 nm
Time window of numerical solutions: 20 ps
Point deposit: 5000 eV
Point deposit/(c E): 46.296 nm^3
Point law prefactor: 0.022258
Point law: 11957.6 jumps
Point space-time sum: 11957.8 jumps; power 1.6666
Point heat solver, 0.3 nm source: 11907.0 jumps; power 1.676
Point space-time volume above melting: 44.04 nm^3 ps
Point temperature E/(p k_B): 2785 K
Point share of jumps above melting: 81.2 %
Point mean jump time: 0.817 ps; attempts 8.2
Point finite source: 8000.0 jumps; local power 2.292
Point finite source / law: 0.669
Point mesh shift, 0.2 to 0.1 nm: -0.384 %
Point factor from latent heat: 0.905
Point factor from electron heat loss: 0.763
Point factor from 77 K start: 1.111
Point factor from 300 K start: 1.628
Point late excess rate at 300 K: 1.902 jumps/ps
Point law with electron conduction: 1195.8 jumps
Line deposit: 2000 eV/nm
Line deposit/(c E): 18.519 nm^2
Line law prefactor: 0.039789
Line law: 12280.5 jumps/nm
Line space-time sum: 12280.8 jumps/nm; power 1.9998
Line heat solver, 0.3 nm source: 12243.5 jumps/nm; power 2.010
Line space-time volume above melting: 46.92 nm^2 ps
Line temperature E/(p k_B): 2321 K
Line share of jumps above melting: 73.7 %
Line mean jump time: 1.965 ps; attempts 19.6
Line finite source: 10565.5 jumps/nm; local power 2.354
Line finite source / law: 0.860
Line mesh shift, 0.2 to 0.1 nm: -0.129 %
Line factor from latent heat: 0.908
Line factor from electron heat loss: 0.529
Line factor from 77 K start: 1.126
Line factor from 300 K start: 1.741
Line late excess rate at 300 K: 0.761 jumps/nm/ps
Line law with electron conduction: 1228.0 jumps/nm
Line law converted: 1228.0 jumps/angstrom
```
